# Blocking factors in the Landauer current of multiterminal conductors: test program

```python
"""
Result under test: coherent currents between independently filled leads are
    I_p = (2e/h) Int dE [ f_p - sum_q T_pq f_q ],
without blocking factors.  The blocked rule
    (2e/h) Int dE sum_q [ T_qp f_p (1-f_q) - T_pq f_q (1-f_p) ]
fails for three terminals in a magnetic field.
Symbols: T_pq = |S_pq|^2 probability from lead q to lead p; f_p Fermi function;
I_p = e times the electron flow out of reservoir p (spin factor 2 included).
Model: three-site ring, one semi-infinite chain per site, all hoppings -J.
Inside the program energies are in units of J and times in units of hbar/J.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import expit

J_meV, kT_meV = 100.0, 5.0
mu_meV = np.array([10.0, 0.0, -10.0])
flux_fraction = 0.25                      # flux in units of hc/e
theta = 2 * np.pi * flux_fraction / 3     # phase per ring bond
kT, mu = kT_meV / J_meV, mu_meV / J_meV


def ring_matrix(hops, onsite, phase):
    h = np.diag(np.array(onsite, dtype=complex))
    for j in range(3):
        h[(j + 1) % 3, j] += -hops[j] * np.exp(1j * phase)
        h[j, (j + 1) % 3] += -hops[j] * np.exp(-1j * phase)
    return h


def scattering_green(k, device, sites):
    """S matrix from the retarded Green function of the open device."""
    inverse_g = -2 * np.cos(k) * np.eye(len(device)) - device
    for s in sites:
        inverse_g[s, s] += np.exp(1j * k)
    g = np.linalg.inv(inverse_g)[np.ix_(sites, sites)]
    return -np.eye(len(sites)) + 2j * np.sin(k) * g


def scattering_closed(k):
    """S matrix of the symmetric ring from its three angular modes."""
    m = np.arange(3)
    eps = -2 * np.cos(2 * np.pi * m / 3 - theta)
    s = -(np.exp(1j * k) + eps) / (np.exp(-1j * k) + eps)
    d = m[:, None] - m[None, :]
    return sum(np.exp(2j * np.pi * n * d / 3) * s[n] for n in range(3)) / 3


def fermi(energy, mu_value, temperature):
    return expit(-(energy - mu_value) / temperature)


ring = ring_matrix([1, 1, 1], [0, 0, 0], theta)
odd_ring = ring_matrix([0.7, 1.1, 0.9], [0.3, -0.2, 0.5], 0.5)
odd_ring_no_field = ring_matrix([0.7, 1.1, 0.9], [0.3, -0.2, 0.5], 0.0)

# Closed S matrix against the Green function; unitarity of a general ring
for k in (0.4, 1.1, 1.9, 2.8):
    assert np.allclose(scattering_closed(k),
                       scattering_green(k, ring, [0, 1, 2]), atol=1e-11)
    s3 = scattering_green(k, odd_ring, [0, 1, 2])
    assert np.allclose(s3.conj().T @ s3, np.eye(3), atol=1e-11)
    # two terminals on the same ring: equal probabilities, unequal amplitudes
    s2 = scattering_green(k, odd_ring, [0, 1])
    assert abs(abs(s2[0, 1])**2 - abs(s2[1, 0])**2) < 1e-11
    assert abs(s2[0, 1] - s2[1, 0]) > 1e-3


# Orthogonality of scattering states with different k (Abel-summed lattice sum)
def geometric(angle):
    return np.exp(1j * angle) / (1 - np.exp(1j * angle))


def overlap(k1, lead1, k2, lead2):
    a, b = scattering_closed(k1)[:, lead1], scattering_closed(k2)[:, lead2]
    total = 0
    for p in range(3):
        ina, inb = float(p == lead1), float(p == lead2)
        total += np.conj(ina + a[p]) * (inb + b[p])
        total += ina * inb * geometric(k1 - k2)
        total += ina * b[p] * geometric(k1 + k2)
        total += np.conj(a[p]) * inb * geometric(-k1 - k2)
        total += np.conj(a[p]) * b[p] * geometric(k2 - k1)
    return total


worst_overlap = max(abs(overlap(0.9, p, 1.7, q))
                    for p in range(3) for q in range(3))
assert worst_overlap < 1e-11


# Exact counting with Slater determinants for one incoming slot per lead
def count_transfers(s, f):
    n = len(f)
    mean_loss, distribution = np.zeros(n), {}
    for occupied in itertools.product((0, 1), repeat=n):
        weight = np.prod([f[i] if occupied[i] else 1 - f[i] for i in range(n)])
        cols = [i for i in range(n) if occupied[i]]
        for rows in itertools.combinations(range(n), len(cols)):
            amplitude = np.linalg.det(s[np.ix_(rows, cols)]) if cols else 1.0
            outgoing = np.array([int(i in rows) for i in range(n)])
            loss = np.array(occupied) - outgoing
            prob = weight * abs(amplitude)**2
            mean_loss += prob * loss
            key = tuple(int(x) for x in loss)
            distribution[key] = distribution.get(key, 0.0) + prob
    return mean_loss, distribution


def slot_currents(t, f, blocked):
    """Electron loss per energy slot; the last axes of t are (to, from)."""
    if not blocked:
        return f - np.einsum('...pq,...q->...p', t, f)
    leave = np.einsum('...qp,...p,...q->...p', t, f, 1 - f)
    enter = np.einsum('...pq,...q,...p->...p', t, f, 1 - f)
    return leave - enter


f_test = np.array([0.8, 0.55, 0.2])
s3 = scattering_green(1.3, odd_ring, [0, 1, 2])
mean3, _ = count_transfers(s3, f_test)
assert np.allclose(mean3, slot_currents(abs(s3)**2, f_test, False), atol=1e-11)
assert np.max(abs(mean3 - slot_currents(abs(s3)**2, f_test, True))) > 1e-3
s2 = scattering_green(1.3, odd_ring, [0, 1])
mean2, dist2 = count_transfers(s2, f_test[:2])
t2 = abs(s2[1, 0])**2
assert abs(dist2[(1, -1)] - t2 * f_test[0] * (1 - f_test[1])) < 1e-11
assert abs(dist2[(-1, 1)] - t2 * f_test[1] * (1 - f_test[0])) < 1e-11
assert np.allclose(mean2, slot_currents(abs(s2)**2, f_test[:2], True))

t_center = abs(scattering_closed(np.pi / 2))**2
full_full_empty = np.array([1.0, 1.0, 0.0])
loss_exact, _ = count_transfers(scattering_closed(np.pi / 2), full_full_empty)
loss_blocked = slot_currents(t_center, full_full_empty, True)
assert np.allclose(loss_exact, [1, 0, -1], atol=1e-11)

# Energy integrals over the whole band, with E = -2 cos k
nodes, weights = np.polynomial.legendre.leggauss(600)
k_grid = np.pi * (nodes + 1) / 2
energy = -2 * np.cos(k_grid)
d_energy = weights * np.pi / 2 * 2 * np.sin(k_grid)
t_ring = np.array([abs(scattering_closed(k))**2 for k in k_grid])


def lead_currents(t, mu_values, blocked):
    f = fermi(energy[:, None], np.asarray(mu_values)[None, :], kT)
    return d_energy @ slot_currents(t, f, blocked)


true_current = lead_currents(t_ring, mu, False)
blocked_current = lead_currents(t_ring, mu, True)
assert abs(blocked_current.sum()) < 1e-10 and abs(true_current.sum()) < 1e-10
assert np.max(abs(lead_currents(t_ring, [0.03] * 3, True))) < 1e-10
assert abs(blocked_current[1]) < 1e-10 and abs(true_current[1]) > 0.05

# Error formula on an asymmetric ring; no error without a magnetic field
t_odd = np.array([abs(scattering_green(k, odd_ring, [0, 1, 2]))**2
                  for k in k_grid])
t_zero = np.array([abs(scattering_green(k, odd_ring_no_field, [0, 1, 2]))**2
                   for k in k_grid])
f_grid = fermi(energy[:, None], mu[None, :], kT)
asymmetry = t_odd[:, 1, 0] - t_odd[:, 0, 1]
predicted_error = np.array([
    -d_energy @ (asymmetry * f_grid[:, p]
                 * (f_grid[:, (p + 1) % 3] - f_grid[:, (p + 2) % 3]))
    for p in range(3)])
actual_error = lead_currents(t_odd, mu, True) - lead_currents(t_odd, mu, False)
assert np.allclose(predicted_error, actual_error, atol=1e-10)
assert np.max(abs(actual_error)) > 1e-3
assert np.allclose(lead_currents(t_zero, mu, True),
                   lead_currents(t_zero, mu, False), atol=1e-10)

# Time evolution of independently filled finite leads: count the electrons
n_lead = 240
chain = -np.eye(n_lead, k=1) - np.eye(n_lead, k=-1)
chain_e, chain_v = np.linalg.eigh(chain)
size = 3 + 3 * n_lead
full_h = np.zeros((size, size), dtype=complex)
density = np.zeros((size, size), dtype=complex)
full_h[:3, :3] = ring
blocks = [slice(3 + p * n_lead, 3 + (p + 1) * n_lead) for p in range(3)]
for p, block in enumerate(blocks):
    full_h[block, block] = chain
    full_h[p, block.start] = full_h[block.start, p] = -1
    density[block, block] = (chain_v * fermi(chain_e, mu[p], kT)) @ chain_v.T
levels, vectors = np.linalg.eigh(full_h)
assert np.sum(abs(levels) > 2) == 2
assert np.allclose(levels[[0, -1]], [-4 / np.sqrt(3), 4 / np.sqrt(3)],
                   atol=1e-9)

# A scattering state solves the lattice equation away from the cut ends
k0, sites = 1.2, np.arange(1, n_lead + 1)
s_column = scattering_closed(k0)[:, 0]
wave = np.zeros(size, dtype=complex)
for p, block in enumerate(blocks):
    wave[p] = (p == 0) + s_column[p]
    wave[block] = ((p == 0) * np.exp(-1j * k0 * sites)
                   + s_column[p] * np.exp(1j * k0 * sites))
residual = full_h @ wave + 2 * np.cos(k0) * wave
residual[[block.stop - 1 for block in blocks]] = 0
assert np.max(abs(residual)) < 1e-10


def lead_numbers(time):
    u = (vectors * np.exp(-1j * levels * time)) @ vectors.conj().T
    occupation = np.sum((u @ density) * u.conj(), axis=1).real
    return np.array([occupation[block].sum() for block in blocks])


# The window spans whole periods of the beat between the two bound states
beat_period = 2 * np.pi / (levels[-1] - levels[0])
t_start, duration = 80.0, 88 * beat_period
assert t_start + duration < n_lead        # before reflections from the ends
counted_rate = (lead_numbers(t_start)
                - lead_numbers(t_start + duration)) / duration
evolved_current = 2 * np.pi * counted_rate    # same units as the integrals
evolution_error = np.max(abs(counted_rate - true_current / (2 * np.pi)))
# tolerance: remaining transient of the sudden contact at finite time
assert evolution_error < 1e-4
assert np.max(abs(evolved_current - blocked_current)) > 0.05


# Linear response by finite differences against thermal averages
def conductance_matrix(blocked):
    step, g = 1e-4, np.zeros((3, 3))
    for q in range(3):
        shift = np.eye(3)[q] * step
        g[:, q] = (lead_currents(t_ring, shift, blocked)
                   - lead_currents(t_ring, -shift, blocked)) / (2 * step)
    return g


f0 = fermi(energy, 0.0, kT)
t_mean = np.einsum('e,epq->pq', d_energy * f0 * (1 - f0) / kT, t_ring)
g_true, g_blocked = conductance_matrix(False), conductance_matrix(True)
off = ~np.eye(3, dtype=bool)
assert np.allclose(g_true[off], -t_mean[off], atol=1e-5)
assert np.allclose(g_blocked[off], -(t_mean + t_mean.T)[off] / 2, atol=1e-5)


def floating_probe(g):
    fraction = -g[1, 0] / g[1, 1]         # mu_1 = 1, mu_3 = 0, I_2 = 0
    return fraction, g[0, 0] + g[0, 1] * fraction


x_true, c_true = floating_probe(g_true)
x_blocked, c_blocked = floating_probe(g_blocked)
forward, backward = t_mean[1, 0], t_mean[0, 1]
total = forward + backward
assert abs(x_true - forward / total) < 1e-5
assert abs(c_true - (total - forward * backward / total)) < 1e-5
assert abs(x_blocked - 0.5) < 1e-5 and abs(c_blocked - 0.75 * total) < 1e-5

# Conversion to laboratory units
J_joule = J_meV * 1e-3 * const.e
to_microamp = 2 * const.e / const.h * J_joule * 1e6
quantum_uS = 2 * const.e**2 / const.h * 1e6


def tidy(value, digits):
    return f"{round(float(value), digits) + 0.0:.{digits}f}"


print(f"Hopping J = {J_meV:.1f} meV; kT = {kT_meV:.1f} meV")
print(f"Temperature = {kT_meV * 1e-3 * const.e / const.k:.1f} K")
print("Chemical potentials mu_1, mu_2, mu_3 =",
      ", ".join(tidy(x, 1) for x in mu_meV), "meV")
print(f"Flux through ring = {flux_fraction:.2f} hc/e")
print(f"Conductance quantum 2e^2/h = {quantum_uS:.3f} microsiemens")
for e_meV in (0.0, 20.0, 50.0, 100.0):
    t = abs(scattering_closed(np.arccos(-e_meV / J_meV / 2)))**2
    print(f"E = {e_meV:.0f} meV: T_21, T_12, T_11 =",
          ", ".join(tidy(x, 5) for x in (t[1, 0], t[0, 1], t[0, 0])))
print("Incoming 1 and 2 full, 3 empty, E = 0; net electrons lost per slot:")
print("  exact, leads 1,2,3 =", ", ".join(tidy(x, 3) for x in loss_exact))
print("  blocked rule       =", ", ".join(tidy(x, 3) for x in loss_blocked))
print(f"Largest overlap of states with different k = {worst_overlap:.1e}")
print("Currents I_p in microampere (Landauer; time evolution; blocked rule):")
for p in range(3):
    print(f"  terminal {p + 1}:", "; ".join(
        tidy(x[p] * to_microamp, 4)
        for x in (true_current, evolved_current, blocked_current)))
print(f"Sites per lead in time evolution = {n_lead}")
print(f"Counting starts at {t_start:.1f} hbar/J, lasts {duration:.1f} hbar/J")
print(f"Duration of counting = {duration * const.hbar / J_joule * 1e12:.3f} ps")
print("Bound-state energies =",
      ", ".join(tidy(x * J_meV, 2) for x in levels[[0, -1]]), "meV")
print("Largest current difference, evolution - Landauer =",
      f"{np.max(abs(evolved_current - true_current)) * to_microamp:.1e}",
      "microampere")
print(f"Thermal averages <T_21>, <T_12> = {forward:.5f}, {backward:.5f}")
print("Floating terminal 2, small bias between 1 and 3:")
print(f"  (mu_2-mu_3)/(mu_1-mu_3), true = {x_true:.5f}")
print(f"  (mu_2-mu_3)/(mu_1-mu_3), blocked = {x_blocked:.5f}")
print(f"  conductance 1-3, true = {c_true:.5f} x 2e^2/h",
      f"= {c_true * quantum_uS:.3f} microsiemens")
print(f"  conductance 1-3, blocked = {c_blocked:.5f} x 2e^2/h",
      f"= {c_blocked * quantum_uS:.3f} microsiemens")
print("ALL CHECKS PASSED")
```

It prints:

```
Hopping J = 100.0 meV; kT = 5.0 meV
Temperature = 58.0 K
Chemical potentials mu_1, mu_2, mu_3 = 10.0, 0.0, -10.0 meV
Flux through ring = 0.25 hc/e
Conductance quantum 2e^2/h = 77.481 microsiemens
E = 0 meV: T_21, T_12, T_11 = 1.00000, 0.00000, 0.00000
E = 20 meV: T_21, T_12, T_11 = 0.99498, 0.00250, 0.00252
E = 50 meV: T_21, T_12, T_11 = 0.96799, 0.01562, 0.01639
E = 100 meV: T_21, T_12, T_11 = 0.86124, 0.06183, 0.07692
Incoming 1 and 2 full, 3 empty, E = 0; net electrons lost per slot:
  exact, leads 1,2,3 = 1.000, 0.000, -1.000
  blocked rule       = 0.000, 1.000, -1.000
Largest overlap of states with different k = 4.9e-16
Currents I_p in microampere (Landauer; time evolution; blocked rule):
  terminal 1: 1.5479; 1.5479; 0.8670
  terminal 2: -0.7731; -0.7732; 0.0000
  terminal 3: -0.7748; -0.7749; -0.8670
Sites per lead in time evolution = 240
Counting starts at 80.0 hbar/J, lasts 119.7 hbar/J
Duration of counting = 0.788 ps
Bound-state energies = -230.94, 230.94 meV
Largest current difference, evolution - Landauer = 6.5e-05 microampere
Thermal averages <T_21>, <T_12> = 0.99897, 0.00051
Floating terminal 2, small bias between 1 and 3:
  (mu_2-mu_3)/(mu_1-mu_3), true = 0.99949
  (mu_2-mu_3)/(mu_1-mu_3), blocked = 0.50000
  conductance 1-3, true = 0.99897 x 2e^2/h = 77.401 microsiemens
  conductance 1-3, blocked = 0.74961 x 2e^2/h = 58.081 microsiemens
ALL CHECKS PASSED
```
